# One-phonon relaxation of a biased hydrogen tunnelling pair, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the pair to the relaxation rate

### A rate that rises as the mixing falls

A hydrogen atom shares two neighbouring sites in a crystal. Its tunnel splitting is 0.20 meV and the temperature is 1.5 K. When the two sites have equal energy, the model below gives a phonon relaxation rate of $3.36\times10^{7}$ s$^{-1}$. If one site is raised by 0.45 meV, with splitting and temperature held fixed, the rate becomes $5.61\times10^{7}$ s$^{-1}$.

This asks for an explanation. The bias makes each energy state more strongly localized on one site, and the matrix element that connects the two states (that of $\frac12\sigma_z$, of size $\Delta/2E$ in the notation below) falls from 0.50 to 0.20. Its square falls by a factor of six, yet the relaxation is faster. The answer lies in how many phonon modes can take up the energy, and how strongly one phonon in each of them strains the crystal.

### The two-level pair

Let $|R\rangle$ and $|L\rangle$ be the states with the atom on the right and left site. Higher vibrational states are left out, which requires their excitation energies to be far above both the level spacing and $k_BT$. The Hamiltonian is

$$H_0=\tfrac12(\varepsilon\sigma_z+\Delta\sigma_x),$$

with $\sigma_z=+1$ on $|R\rangle$ and $-1$ on $|L\rangle$. The bias $\varepsilon$ is the energy difference of the sites, and $\Delta$ is the tunnel splitting, which is the level spacing at zero bias. Since $H_0^2=\frac14(\varepsilon^2+\Delta^2)$, the levels are $\pm E/2$ with

$$E=\sqrt{\varepsilon^2+\Delta^2}.$$

Define an angle by $\cos\theta=\varepsilon/E$ and $\sin\theta=\Delta/E$. The upper and lower states are

$$|e\rangle=\cos\tfrac\theta2|R\rangle+\sin\tfrac\theta2|L\rangle,\qquad |g\rangle=-\sin\tfrac\theta2|R\rangle+\cos\tfrac\theta2|L\rangle.$$

To confirm the first, take the $R$ component of $H_0|e\rangle$. It is $\frac E2(\cos\theta\cos\frac\theta2+\sin\theta\sin\frac\theta2)=\frac E2\cos\frac\theta2$. The $L$ component is $\frac E2(\sin\theta\cos\frac\theta2-\cos\theta\sin\frac\theta2)=\frac E2\sin\frac\theta2$. Both are $E/2$ times the components of $|e\rangle$. The state $|g\rangle$ is orthogonal to it and has energy $-E/2$.

The matrix element needed later is

$$\langle g|\sigma_z|e\rangle=-\sin\tfrac\theta2\cos\tfrac\theta2-\cos\tfrac\theta2\sin\tfrac\theta2=-\sin\theta=-\frac{\Delta}{E}.$$

A disturbance that acts on the site energies can therefore cause a transition to the extent that tunnelling mixes the sites.

### How strain acts on the pair

A uniform displacement or a rigid rotation of the crystal changes no energy, so a long sound wave acts through its strain,

$$e_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i),$$

where $\mathbf u$ is the displacement field. To first order, each site energy changes by $-P_{ij}e_{ij}$, with a sum over repeated indices. The tensor $P_{ij}$ is the elastic dipole of the atom on that site. The bias then changes by

$$\delta\varepsilon=D_{ij}e_{ij},\qquad D_{ij}=P^L_{ij}-P^R_{ij}.$$

The symmetric tensor $D$ is the deformation potential of the bias. The mean of the two dipoles multiplies the unit operator of the pair and causes no transition. The interaction is

$$H_{\rm int}=\tfrac12\sigma_zX,\qquad X=D_{ij}e_{ij}(0).$$

Both sites have been assigned the strain at one point, which requires the wavelength to be much longer than their separation. Strain can also alter $\Delta$; that effect is estimated in the second half.

Symmetry restricts $D$. If a mirror operation exchanges the two sites, it turns $P^R$ into $P^L$, and a mirror leaves the trace of a tensor unchanged. Hence $\operatorname{tr}D=0$. A pure dilatation shifts both sites equally and does not relax such a pair in this coupling; shear strain is needed.

### The strain carried by one phonon

Take a harmonic crystal of density $\rho$ and volume $V$ with periodic boundaries. A mode has wave vector $\mathbf q=q\mathbf n$, branch $s$, real unit polarization $\mathbf e_s$ and frequency $\omega=v_s(\mathbf n)q$. The linear relation between $\omega$ and $q$ must hold up to $\omega=E/\hbar$. The displacement operator is

$$\mathbf u(\mathbf r)=\sum_{\mathbf q s}\sqrt{\frac{\hbar}{2\rho V\omega}}\,\mathbf e_s\left(a\,e^{i\mathbf q\cdot\mathbf r}+a^\dagger e^{-i\mathbf q\cdot\mathbf r}\right),$$

where $a$ and $a^\dagger$ carry the labels $\mathbf q s$. The root is fixed by the zero-point motion. The mean kinetic energy of one mode is $\frac12\rho V\omega^2\hbar/(2\rho V\omega)=\hbar\omega/4$, half of its zero-point energy, as an oscillator requires.

Because $D$ is symmetric, $D_{ij}e_{ij}=D_{ij}\partial_iu_j$. At the pair, $\mathbf r=0$, the derivative gives $iq_i$ with $a$ and $-iq_i$ with $a^\dagger$:

$$X=\sum_{\mathbf q s}i\,c_{\mathbf q s}(a-a^\dagger),\qquad c_{\mathbf q s}=q\sqrt{\frac{\hbar}{2\rho V\omega}}\;(\mathbf n\cdot D\cdot\mathbf e_s).$$

### Adding up the modes

The sum over modes enters through the function

$$J(\omega)=\sum_{\mathbf q s}c_{\mathbf q s}^2\,\delta(\omega-\omega_{\mathbf q s}).$$

In a large crystal,

$$\sum_{\mathbf q}\to\frac{V}{(2\pi)^3}\int q^2dq\,d\Omega=\frac{V}{2\pi^2}\int q^2dq\,\langle\cdots\rangle,$$

where the angular bracket is the average over directions $\mathbf n$. The factor $4\pi$ from that average has been used in the last form. Insert $c^2$ and write the mode frequency as $\omega'$:

$$J(\omega)=\frac{\hbar}{2\rho}\,\frac1{2\pi^2}\sum_s\left\langle(\mathbf n\cdot D\cdot\mathbf e_s)^2\int\frac{q^4dq}{\omega'}\,\delta(\omega-\omega')\right\rangle.$$

At fixed direction $q=\omega'/v_s$, so

$$\frac{q^4dq}{\omega'}=\frac{\omega'^4}{v_s^4}\,\frac{d\omega'}{v_s}\,\frac1{\omega'}=\frac{\omega'^3d\omega'}{v_s^5}.$$

The integral is $\omega^3/v_s^5$, and

$$J(\omega)=\frac{\hbar S}{4\pi^2\rho}\,\omega^3,\qquad S=\sum_s\left\langle\frac{(\mathbf n\cdot D\cdot\mathbf e_s)^2}{v_s^5}\right\rangle .$$

The powers of $\omega$ have separate origins. The number of modes per frequency supplies $\omega^2$. The squared strain of one phonon, proportional to $q^2/\omega$, supplies the remaining $\omega$. The speed stays inside the average, so the result covers elastically anisotropic crystals.

### Emission and absorption

Let a mode contain $N$ phonons. In emission the pair goes from $|e\rangle$ to $|g\rangle$ and the mode from $N$ to $N+1$. With $\langle N+1|a^\dagger|N\rangle=\sqrt{N+1}$, the matrix element is

$$M=\tfrac12\left(-\frac\Delta E\right)(-ic)\sqrt{N+1},\qquad |M|^2=\frac{\Delta^2}{4E^2}\,c^2(N+1).$$

First-order perturbation theory gives the probability of this transition after a time $t$ as

$$\frac{|M|^2}{\hbar^2}\,\frac{4\sin^2(\Omega t/2)}{\Omega^2},\qquad \Omega=\omega-\frac E\hbar .$$

As a function of $\Omega$, the second factor has area $2\pi t$ and width of order $1/t$. Once the width is small compared with the frequency scale on which $J(\omega)(N+1)$ changes, it acts as $2\pi t\,\delta(\Omega)$. The probability then grows in proportion to time. The time must also be short compared with the lifetime of the state. Both demands can be met when $\hbar\Gamma\ll E$, where $\Gamma$ is the relaxation rate.

Summing over modes and dividing by $t$ gives the downward rate

$$W_\downarrow=\frac{2\pi}{\hbar^2}\,\frac{\Delta^2}{4E^2}\,J(E/\hbar)(N+1),\qquad N=\frac1{e^{E/k_BT}-1}.$$

The phonons have been taken to be in thermal equilibrium. Insert $J$:

$$W_\downarrow=\frac{2\pi}{\hbar^2}\,\frac{\Delta^2}{4E^2}\,\frac{\hbar S}{4\pi^2\rho}\,\frac{E^3}{\hbar^3}(N+1)=\frac{\Delta^2E\,S}{8\pi\rho\hbar^4}(N+1).$$

The numerical factor is $2\pi/(16\pi^2)=1/(8\pi)$. Absorption has the same matrix element with $\sqrt N$ in place of $\sqrt{N+1}$:

$$W_\uparrow=\frac{\Delta^2E\,S}{8\pi\rho\hbar^4}\,N.$$

The interaction also has a part diagonal in the energy states, proportional to $\varepsilon/E$. Creating one phonon without a change of level would not conserve energy, so this part gives no one-phonon transition. It returns in the two-phonon estimate.

### From two rates to one relaxation rate

Let $p$ be the occupation of the upper level. Then

$$\frac{dp}{dt}=-W_\downarrow p+W_\uparrow(1-p)=W_\uparrow-(W_\downarrow+W_\uparrow)p.$$

Any deviation from equilibrium decays as $e^{-\Gamma t}$ with $\Gamma=W_\downarrow+W_\uparrow$. The sum contains

$$2N+1=\frac{e^{E/k_BT}+1}{e^{E/k_BT}-1}=\coth\frac{E}{2k_BT}.$$

The last step multiplies numerator and denominator by $e^{-E/2k_BT}$. The relaxation rate is therefore

$$\boxed{\;\Gamma=\frac{S}{8\pi\rho\hbar^4}\,\Delta^2E\,\coth\frac{E}{2k_BT}\;}$$

The equilibrium occupation is $N/(2N+1)=1/(e^{E/k_BT}+1)$, the Boltzmann value for two levels.

In this statement of the scaling, $\Delta$ and $E$ are separate variables, although $E$ contains $\Delta$. At zero bias $E=\Delta$ and the rate varies as $\Delta^3\coth(\Delta/2k_BT)$.

### The opening numbers explained

The phonon function supplies $E^3$ and the mixing supplies $\Delta^2/E^2$. One power of $E$ is left. In the opening comparison $E$ rises from 0.200 to 0.492 meV, a factor of 2.46. The squared mixing falls by $2.46^2=6.1$, while $J$ rises by $2.46^3=14.9$. Their product is 2.46. The thermal factor falls from 1.541 to 1.045, because a wider spacing leaves fewer thermal phonons to stimulate the transition. Together these give $2.46\times1.045/1.541=1.67$, which is the ratio of the two quoted rates.

Within this model, a larger bias raises the rate at any fixed $\Delta$ and $T>0$. With $y=E/2k_BT$, the rate is proportional to $y\coth y$, and

$$\frac{d}{dy}(y\coth y)=\frac{\sinh y\cosh y-y}{\sinh^2y}>0,$$

because $\sinh y\cosh y=\frac12\sinh2y>y$.

The dimension of the crystal matters. In $d$ dimensions the density of modes supplies $\omega^{d-1}$ instead of $\omega^2$, so $J\propto\omega^d$ and $\Gamma\propto\Delta^2E^{d-2}\coth(E/2k_BT)$. The single power of $E$ belongs to three dimensions.

### Cold and warm limits

For $k_BT\ll E$ the thermal factor tends to 1 and $\Gamma\propto\Delta^2E$. What remains is spontaneous emission.

For $k_BT\gg E$, use $\coth y\simeq1/y$. Then $E\coth(E/2k_BT)\to2k_BT$, and $\Gamma\propto2k_BT\Delta^2$. The spacing drops out, so pairs with the same $\Delta$ and $S$ but different biases relax at nearly equal rates. This limit also requires one-phonon processes to remain dominant.

### Two numerical checks of the derivation

The first check replaces the integral over modes by an explicit sum over the discrete modes of a periodic box, for the anisotropic crystal used below. The energy delta function was replaced by a Gaussian of standard deviation $0.03E$. The resulting relaxation rate is 1.002 times the formula.

The second check does not use the golden rule. The pair and 500 oscillators were diagonalized together, allowing at most one phonon, at zero temperature and with $\hbar=1$. The bath had $J=g\omega^3$ with $g=0.003$, up to a cutoff frequency of 2. The expected decay rate is then $2\pi(\Delta^2/4E^2)gE^3=\pi g\Delta^2E/2$.

For $(\Delta,E)=(0.8,1.0)$, $(0.4,1.0)$ and $(0.8,1.5)$, the decay rates were 0.982, 0.984 and 0.985 times this value. Halving $\Delta$ at fixed $E$ thus lowered the rate by a factor of 3.99, and raising $E$ by half at fixed $\Delta$ raised it by 1.50. The common shortfall of about 2 percent is comparable with the bath-induced corrections expected at this coupling, of order $g\times2^2=0.012$; its separate causes were not isolated.

## Second half: hydrogen in niobium and the limits of the model

### Symbols and results carried over

The pair has bias $\varepsilon$, tunnel splitting $\Delta$ and spacing $E=\sqrt{\varepsilon^2+\Delta^2}$. Strain changes the bias by $X=D_{ij}e_{ij}$ and enters as $\frac12\sigma_zX$. The matrix element of $\sigma_z$ between the levels is $-\Delta/E$. A phonon has direction $\mathbf n$, polarization $\mathbf e_s$ and speed $v_s$; the density is $\rho$, and $N$ is the thermal phonon number. The first half gave

$$\Gamma=\frac{\Delta^2E\,S}{8\pi\rho\hbar^4}\coth\frac{E}{2k_BT},\qquad S=\sum_s\left\langle\frac{(\mathbf n\cdot D\cdot\mathbf e_s)^2}{v_s^5}\right\rangle .$$

The squared phonon couplings per unit frequency are $J=\hbar^2g\omega^3$, with $g=S/(4\pi^2\rho\hbar)$.

### Direction averages in an isotropic solid

An isotropic solid has one longitudinal speed $v_l$ and one transverse speed $v_t$. The averages needed are

$$\langle n_in_j\rangle=\tfrac13\delta_{ij},\qquad \langle n_in_jn_kn_l\rangle=\tfrac1{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

Isotropy and symmetry in the indices fix these forms. The factors follow from $\mathbf n\cdot\mathbf n=1$: setting $i=j$ and $k=l$ and summing gives 3 in the first bracketed form and $9+3+3=15$ in the second.

For the longitudinal branch $\mathbf e=\mathbf n$, and

$$A_l=\langle(\mathbf n\cdot D\cdot\mathbf n)^2\rangle=\frac{(\operatorname{tr}D)^2+2\operatorname{tr}D^2}{15}.$$

The two transverse polarizations span the plane normal to $\mathbf n$. Their summed squares equal $|D\mathbf n|^2-(\mathbf n\cdot D\cdot\mathbf n)^2$. Since $\langle|D\mathbf n|^2\rangle=\frac13\operatorname{tr}D^2$,

$$A_t=\frac{\operatorname{tr}D^2}{3}-A_l=\frac{3\operatorname{tr}D^2-(\operatorname{tr}D)^2}{15}.$$

Thus $S=A_l/v_l^5+A_t/v_t^5$. If $D$ is a multiple of the unit tensor, $A_t=0$, as it must be because transverse waves do not change the volume.

This part has derived the one-phonon relaxation rate, explained why it can rise as the mixing falls, and reduced the strain coupling to simple direction averages for an isotropic solid. What remains is to evaluate the rate for hydrogen in niobium and to examine elastic anisotropy, conduction electrons, two-phonon processes and smaller corrections.

Numerical values quoted here were computed with a short program.
